# Kinetic roughening with conserved diffusion noise below two substrate dimensions

## A special case: an edge with independent kinks

Consider the edge of a single atomic layer on a crystal. Let $h(x)$ be the edge position, measured across its mean direction $x$. Sites lie a distance $a_\parallel$ apart along the edge. Between neighbouring sites the edge jumps by a random amount with zero mean and variance $b^2$, and the jumps are independent. Over a distance $r$ there are $r/a_\parallel$ jumps, so

$$\langle[h(r)-h(0)]^2\rangle=\frac{b^2}{a_\parallel}\,r .$$

The edge is a random walk, and an edge of length $L$ has a width proportional to $L^{1/2}$.

Now start with a straight edge and let atoms hop along it, with none arriving or leaving. If smoothing follows $\partial_t h=-K\,\partial_x^4h$, an undulation of length $\ell$ needs a time proportional to $\ell^4/K$ to respond. At time $t$ the random walk has therefore formed up to $\ell\sim(Kt)^{1/4}$. The mean square width is of order $(b^2/a_\parallel)(Kt)^{1/4}$, and the width grows as $t^{1/8}$. These are the values at $d=1$ of the exponents derived below.

## Assumptions and theorem

The height $h(\mathbf x,t)$ over a $d$-dimensional substrate, measured from its mean, obeys

$$\partial_t h=-K\nabla^4h+\eta,\qquad \eta=-\nabla\!\cdot\mathbf j, \tag{1}$$

with $K>0$. The random current $\mathbf j$ is Gaussian with zero mean and

$$\langle j_a(\mathbf x,t)j_b(\mathbf x',t')\rangle=2D_c\,\delta_{ab}\,\delta^d(\mathbf x-\mathbf x')\,\delta(t-t').$$

Taking one divergence at $\mathbf x$ and one at $\mathbf x'$, and using $\nabla'=-\nabla$ on a function of $\mathbf x-\mathbf x'$, gives

$$\langle\eta\eta'\rangle=-2D_c\nabla^2\delta^d(\mathbf x-\mathbf x')\,\delta(t-t'). \tag{2}$$

Such noise moves material but neither adds nor removes it. The random arrival of deposited atoms is therefore excluded, and the theorem concerns a surface during a growth interruption or an anneal. Slopes are small, so that (1) may be linear. The system is periodic with side $L$ and starts flat. The width $w$ is the root mean square of $h$.

**Theorem.** Let $0<d<2$. While $(Kt)^{1/4}$ is large compared with the microscopic length and small compared with $L$,

$$w^2(t)=\frac{D_c}{K}\,A_d\,\frac{\Gamma\!\left(\frac{2+d}{4}\right)}{2-d}\,(2Kt)^{(2-d)/4},\qquad A_d=\frac{2}{(4\pi)^{d/2}\Gamma(d/2)}. \tag{3}$$

At late times $w^2\propto(D_c/K)L^{2-d}$. Hence $w\sim t^\beta$ and then $w\sim L^\alpha$, with

$$\beta=\frac{2-d}{8},\qquad \alpha=\frac{2-d}{2},\qquad z=\frac{\alpha}{\beta}=4 .$$

The only integer dimension in this range is $d=1$. For other $d$ the statement refers to the radial integral over wave numbers, which defines the model there.

## Two lemmas

**Lemma 1 (spectrum).** Let $h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf x}d^dx$ and $S(k,t)=\langle|h_{\mathbf k}|^2\rangle/L^d$. From a flat start,

$$S(k,t)=\frac{D_c}{Kk^2}\left[1-e^{-2Kk^4t}\right]. \tag{4}$$

*Proof.* Since $\nabla^4$ becomes $k^4$, equation (1) gives $\dot h_{\mathbf k}=-Kk^4h_{\mathbf k}+\eta_{\mathbf k}$. In (2), $-\nabla^2$ becomes $k^2$, and the remaining integral over position gives the volume:

$$\langle\eta_{\mathbf k}(t)\eta^*_{\mathbf k}(t')\rangle=2D_ck^2L^d\,\delta(t-t').$$

With $h_{\mathbf k}(0)=0$ the solution is $h_{\mathbf k}(t)=\int_0^te^{-Kk^4(t-s)}\eta_{\mathbf k}(s)\,ds$. In its mean square the delta function removes one time integral:

$$S=2D_ck^2\int_0^te^{-2Kk^4(t-s)}ds=2D_ck^2\,\frac{1-e^{-2Kk^4t}}{2Kk^4}.\qquad\square$$

The factor $k^2$ from the noise cancels two of the four powers in the damping. Modes with $2Kk^4t\gg1$ have reached $D_c/(Kk^2)$. Longer waves have $S\approx2D_ck^2t$ and are still almost flat.

**Lemma 2 (integral).** For $0<d<2$ and $c>0$,

$$I(c)=\int_0^\infty k^{d-3}\left(1-e^{-ck^4}\right)dk=\frac{\Gamma\!\left(\frac{2+d}{4}\right)}{2-d}\,c^{(2-d)/4}.$$

*Proof.* Write $k^{d-3}$ as the derivative of $-k^{d-2}/(2-d)$ and integrate by parts. The boundary term vanishes at infinity because $d<2$. It vanishes at zero because it behaves as $k^{d-2}ck^4$. What remains is

$$I=\frac{4c}{2-d}\int_0^\infty k^{d+1}e^{-ck^4}dk .$$

Put $u=ck^4$, so that $k=(u/c)^{1/4}$ and $dk=\frac14c^{-1/4}u^{-3/4}du$. Then

$$\int_0^\infty k^{d+1}e^{-ck^4}dk=\frac14c^{-(d+2)/4}\int_0^\infty u^{(d+2)/4-1}e^{-u}du=\frac14c^{-(d+2)/4}\,\Gamma\!\left(\tfrac{d+2}{4}\right).$$

Multiplication by $4c/(2-d)$ gives the result. $\square$

## Proof of the theorem

Parseval's relation gives $w^2=L^{-d}\sum_{\mathbf k\ne0}S(k,t)$. The mode $\mathbf k=0$ receives no noise and stays zero. For large $L$ the sum becomes $\int d^dk/(2\pi)^d$. The unit sphere has area $2\pi^{d/2}/\Gamma(d/2)$, and division by $(2\pi)^d$ turns this into $A_d$. Therefore

$$w^2=\frac{D_c}{K}A_d\int_0^\infty k^{d-1}\,k^{-2}\left(1-e^{-2Kk^4t}\right)dk=\frac{D_c}{K}A_d\,I(2Kt),$$

which is (3). The width is the square root, so $\beta$ is half of $(2-d)/4$.

For finite $L$, the radial model starts at the smallest wave number $2\pi/L$. With $k=q/L$,

$$w^2=\frac{D_c}{K}L^{2-d}f\!\left(\frac{Kt}{L^4}\right),\qquad f(s)=A_d\int_{2\pi}^\infty q^{d-3}\left(1-e^{-2sq^4}\right)dq. \tag{5}$$

For $s\to\infty$ the exponential disappears and $f\to A_d(2\pi)^{d-2}/(2-d)$, a constant, so $w\propto L^{(2-d)/2}$. For $s\to0$ the lower limit may be replaced by zero. Since $1-e^{-y}\le y$, the part added is at most $2sA_d(2\pi)^{d+2}/(d+2)$, which is small beside $s^{(2-d)/4}$ because $(2-d)/4<1$. This recovers (3). The argument $Kt/L^4$ gives $z=4$. $\square$

Numerical quadrature of the radial integral at $d=0.5$ and $d=1.5$ gives $\alpha=0.7500$ and $0.2500$, with $\beta=0.1875$ and $0.0625$, as the formulas require.

**Remark (the ring at $d=1$).** Here the discrete sum can be done without the radial cutoff. With $k=2\pi n/L$ and $\sum_{n\ge1}n^{-2}=\pi^2/6$,

$$w^2_{\rm sat}=\frac1L\cdot2\sum_{n\ge1}\frac{D_cL^2}{4\pi^2Kn^2}=\frac{D_cL}{12K}. \tag{6}$$

The power of $L$ agrees with (5). The prefactor is that of the true ring, which the radial cutoff only estimates. The height difference follows from the same spectrum:

$$\langle[h(r)-h(0)]^2\rangle=\frac{D_cL}{\pi^2K}\sum_{n\ge1}\frac{1-\cos n\theta}{n^2},\qquad\theta=\frac{2\pi r}{L}.$$

The derivative of the sum is $\sum\sin(n\theta)/n=(\pi-\theta)/2$ for $0<\theta<2\pi$. The sum is therefore $\pi\theta/2-\theta^2/4=\pi^2(r/L)(1-r/L)$, and

$$\langle[h(r)-h(0)]^2\rangle=\frac{D_c}{K}\,r\left(1-\frac rL\right). \tag{7}$$

For $r\ll L$ this is the random walk of the opening, with $D_c/K=b^2/a_\parallel$.

**Remark (two dimensions).** An ordinary film surface has $d=2$, where the power law fails. With a largest wave number $\Lambda$ and $A_2=1/(2\pi)$, differentiation in time gives

$$\frac{dw^2}{dt}=\frac{D_c}{2\pi K}\int_0^\Lambda2Kk^3e^{-2Kk^4t}dk=\frac{D_c}{8\pi Kt}\left(1-e^{-2K\Lambda^4t}\right).$$

Once $2K\Lambda^4t\gg1$, $w^2$ grows as $(D_c/8\pi K)\ln t$. A lattice sum over $256\times256$ sites, over a sixteenfold increase in time, gives 1.0051 times this gain. For $d>2$ the integral of $k^{d-3}$ is dominated by short waves, and $w$ stays bounded at a value set by the microscopic cutoff.

## The physical case: atoms hopping along a step edge

**Proposition.** Let edge atoms hop by $a_\parallel$, with mean rate $\nu$ per site and direction. Let one atom occupy the area $\Omega=a_\parallel a_\perp$, where $a_\perp$ is the depth of a row. Suppose the rate of leaving a site is the same in both directions and depends on the surroundings of that site alone. At long wavelengths,

$$D_c=\Omega^2a_\parallel\nu,\qquad K=\frac{D_c\tilde\beta}{k_BT}, \tag{8}$$

where $\tilde\beta$ is the edge stiffness.

*Derivation.* In one dimension $j$ is an area per time. One hop carries area $\Omega$ over $a_\parallel$ and contributes $\pm\Omega a_\parallel$ to $\int j\,dx\,dt$. If $g_i$ is the leaving rate at site $i$, the mean current from $i$ to $i+1$ is proportional to $g_i-g_{i+1}$. Summed round a ring it vanishes in every configuration. The total current thus has no drift, and its variance is the number of hops times $(\Omega a_\parallel)^2$. There are $2\nu/a_\parallel$ hops per length and time, so

$$2D_c=(\Omega a_\parallel)^2\,\frac{2\nu}{a_\parallel},$$

which gives the first result.

For small slopes the edge free energy is $F=\frac{\tilde\beta}{2}\int(\partial_xh)^2dx$, and its variation is $\delta F/\delta h=-\tilde\beta\,\partial_x^2h$. A current $-M\,\partial_x(\delta F/\delta h)$ with mobility $M$ equals $M\tilde\beta\,\partial_x^3h$. Conservation gives $\partial_th=-M\tilde\beta\,\partial_x^4h$, so $K=M\tilde\beta$.

To fix $M$, write $F=(\tilde\beta/2L)\sum_kk^2|h_k|^2$. The pair $k,-k$ contributes $\tilde\beta k^2|h_k|^2/L$ and has two real degrees of freedom, hence mean energy $k_BT$. Thus $S_{\rm eq}=k_BT/(\tilde\beta k^2)$. Lemma 1 gives $D_c/(Kk^2)$ at late time. Equality yields the second result. $\square$

The stiffness follows from the kink energy $\varepsilon$. Let a jump of $n$ rows cost $|n|\varepsilon$, so its probability is proportional to $\zeta^{|n|}$ with $\zeta=e^{-\varepsilon/k_BT}$. The sums are $\sum\zeta^{|n|}=(1+\zeta)/(1-\zeta)$ and $\sum n^2\zeta^{|n|}=2\zeta(1+\zeta)/(1-\zeta)^3$. Their ratio, times $a_\perp^2$, is

$$b^2=a_\perp^2\frac{2\zeta}{(1-\zeta)^2}=\frac{a_\perp^2}{2\sinh^2(\varepsilon/2k_BT)}, \tag{9}$$

because $(1-\zeta)^2/\zeta=4\sinh^2(\varepsilon/2k_BT)$. From $D_c/K=b^2/a_\parallel$ and (8), $\tilde\beta=k_BTa_\parallel/b^2$.

**Corollary (an edge already in equilibrium).** A real edge need not start straight. In equilibrium, $\langle h_k(t)h_k^*(0)\rangle=L\,S_{\rm eq}e^{-Kk^4t}$. The mean square displacement of a point is the integral of $2S_{\rm eq}(1-e^{-Kk^4t})$ over $dk/2\pi$. Lemma 2 with $d=1$, $c=Kt$ gives

$$\langle[h(t)-h(0)]^2\rangle=\frac{2D_c}{\pi K}\,\Gamma(\tfrac34)\,(Kt)^{1/4}. \tag{10}$$

The exponent is that of the straight start. The mean square is larger than $w^2(t)$ by a factor $2/2^{1/4}\approx1.68$.

This law was tested on a hopping model that contains no Langevin equation: 300 rings of 48 sites at $\varepsilon=k_BT$, started in equilibrium. At a lag of 128 inverse hop rates the mean square displacement was 1.013 times (10), with no fitted parameter. This ratio shifts by a few per cent with the sample and the update scheme, so the agreement holds to about 5%. Between lags of 16 and 128 the growth exponent was 0.135, against 0.125. Sampling noise, the finite time step and the short correlation length may all contribute to the difference; their shares were not separated.

## Worked example: a silver step during a growth interruption

Take a step on a silver (111) surface at 300 K with deposition stopped. The inputs are rough, and more digits are carried below than they justify, so that the arithmetic can be followed. They are $a_\parallel=0.289$ nm, $a_\perp=0.250$ nm, $\varepsilon=0.10$ eV, $\nu=10^5\ \mathrm{s^{-1}}$ and $L=1000$ nm. Neighbouring steps are 100 nm away.

With $k_BT=0.02585$ eV, equation (9) gives $b^2=0.00272\ \mathrm{nm^2}$. Hence, with $b^2$ not yet rounded, $D_c/K=b^2/a_\parallel=0.00943$ nm and $\tilde\beta=0.02585/0.00943=2.74$ eV/nm. With $\Omega=0.07225\ \mathrm{nm^2}$,

$$D_c=(0.07225)^2(0.289)(10^5)=150.9\ \mathrm{nm^5/s}=1.509\times10^{-43}\ \mathrm{m^5/s},$$

$$K=\frac{150.9}{0.00943}=1.60\times10^4\ \mathrm{nm^4/s}=1.60\times10^{-32}\ \mathrm{m^4/s}.$$

At $d=1$, $A_1=1/\pi$ and (3) becomes $w^2=(D_c/\pi K)\Gamma(\frac34)(2Kt)^{1/4}$. After 1000 s, $(2Kt)^{1/4}=75.2$ nm and

$$w^2=\frac{0.00943}{\pi}(1.225)(75.2)=0.277\ \mathrm{nm^2},\qquad w=0.53\ \mathrm{nm}.$$

The widths at 10 and 100 s are 0.30 and 0.39 nm. A hundredfold longer wait thus raises the width by a factor $100^{1/8}\approx1.78$. For an equilibrated edge, the rms displacement over 100 s is 0.51 nm.

Equation (6) gives $w^2_{\rm sat}=0.00943\times1000/12=0.786\ \mathrm{nm^2}$, or $w_{\rm sat}=0.89$ nm. Setting the growth law equal to this value defines a crossover time

$$t_\times=\frac1{2K}\left[\frac{\pi L}{12\,\Gamma(3/4)}\right]^4=6.5\times10^4\ \mathrm s\approx18\ \mathrm h.$$

At $t_\times$ the mode sum has already reached 0.976 of $w^2_{\rm sat}$. The longest wave carries $6/\pi^2=0.61$ of the saturated mean square, and its exponent $2K(2\pi/L)^4t_\times$ is about 3.25. The missing part is therefore $0.61\,e^{-3.25}\approx0.024$. The next wave, with twice the wave number, has an exponent sixteen times larger and is already saturated.

## Where the result fails

**Short times.** The continuum description needs many kinks within a correlation length. The mean kink spacing is 7.1 nm, while $(2Kt)^{1/4}$ is 23.8 nm at 10 s and 75.2 nm at 1000 s. The first value is only moderately in the required regime. A straight edge also starts without the equilibrium kinks that (8) and (9) assume. The width starts below (3) and approaches it only as the correlation length grows well beyond the kink spacing. Of the three widths quoted, the one at 10 s is therefore the least certain, and (3) is likely to overestimate it.

**Deposition.** Random arrivals add noise $\langle\eta\eta'\rangle=2D_0\,\delta(x-x')\delta(t-t')$. The calculation of Lemma 1, with $D_0$ replacing $D_ck^2$, gives the extra spectrum $(D_0/Kk^4)(1-e^{-2Kk^4t})$. Let $c=2Kt$. Integration by parts, whose boundary terms again vanish, gives

$$\int_0^\infty\frac{1-e^{-ck^4}}{k^4}dk=\frac{4c}{3}\int_0^\infty e^{-ck^4}dk=\frac{\Gamma(1/4)}{3}c^{3/4},$$

$$w_0^2=\frac{D_0}{\pi K}\,\frac{\Gamma(1/4)}{3}\,(2Kt)^{3/4}. \tag{11}$$

This exceeds the conserved part at late times, since $3/4>1/4$, and on a sufficiently long edge the width then grows as $t^{3/8}$. The 1000 nm edge of the example saturates before this exponent is reached.

Suppose 0.01 monolayer per second is left on, and every atom landing on a 100 nm terrace joins this edge. Each edge site serves $100/0.250=400$ terrace sites and receives $R=4$ atoms per second. Each arrival adds area $\Omega$, so $2D_0=\Omega^2R/a_\parallel$ and $D_0=0.0361\ \mathrm{nm^3/s}$. On a very long edge the two parts are equal at 560 s, and at 1000 s their ratio is 1.34. For a finite edge, however, the integral (11) also counts the random wandering of the mean position, $2D_0t/L$, which is not part of the width. With $L=1000$ nm it is $0.072\ \mathrm{nm^2}$ at 1000 s. Subtracting it lowers the ratio to $1.34-0.072/0.277=1.08$, so the total width is $\sqrt{2.08}\approx1.44$ times the value without deposition. This estimate counts shot noise only. It holds if atoms attach equally from the terraces on both sides, which gives the same $R$. If a step-edge barrier makes each terrace feed only its ascending step, the flux also destabilises the edge. For steps meandering in phase, with flux $F=0.01\ \mathrm{s^{-1}}$ and terrace width $\ell=100$ nm, a wave then grows at the rate $F[k\ell\tanh k\ell+\operatorname{sech}k\ell-1]-Kk^4$, which peaks at about $0.010\ \mathrm{s^{-1}}$ near a wavelength of 260 nm. In linear theory the width is then about twice the value without deposition at 100 s and about ten times it at 300 s, so the meander, not shot noise, controls the width and the factor 1.44 does not apply.

**Exchange with the terraces.** In equilibrium, atoms also leave the edge and return. If they arrive at places unrelated to where others left, this adds noise $2D_0$ together with damping $K(D_0/D_c)k^2$. The late-time spectrum becomes

$$\frac{2D_ck^2+2D_0}{2Kk^2(k^2+D_0/D_c)}=\frac{D_c}{Kk^2}.$$

It is unchanged, so $\alpha$ survives, but long waves relax faster and $\beta$ eventually does not. Where the $k^2$ damping dominates, $k\sim t^{-1/2}$ replaces $k\sim t^{-1/4}$, giving $w\sim t^{1/4}$. Let atoms leave each site at the rate $r=\nu e^{-\Delta/k_BT}$, with a rough extra barrier $\Delta=0.35$ eV compared with hopping along the edge, and let equally many arrive independently. Then $2D_0=2\Omega^2r/a_\parallel$, so $D_c/D_0=a_\parallel^2e^{\Delta/k_BT}$. The two damping terms are equal at the wavelength $2\pi\sqrt{D_c/D_0}\approx1600$ nm. For a very long edge, numerical integration of the spectrum at 1000 s puts $w^2$ 6.5% above (3). On the 1000 nm edge the wandering of the mean, $2D_0t/L$, accounts for 1.7% and is not part of the width. The rise is then 4.8% in $w^2$ and about 2.4% in $w$. It depends steeply on $\Delta$: the rise in $w$ would be 14% at 0.30 eV and about 49% at 0.25 eV. For the assumed leaving rate these figures are upper estimates, because an atom that leaves usually returns close to where it left. If the edges capture every atom that reaches them, an unbiased walk starting one row out reaches the next step, 400 rows away, with a probability of only 1/400. The effect may then be far smaller.

**The inputs.** The parameters are meant to lie in the range of close-packed silver steps near room temperature. The kink energy and especially the hop rate are rough. Equation (8) also supposes equal leaving rates in both directions, which an extra barrier for rounding a kink would break. Atoms would then hop back and forth between kinks, their hops would partly cancel in the total current, and $D_c$ would lie below $\Omega^2a_\parallel\nu$. At fixed hop rate, raising $\varepsilon$ by 0.01 eV multiplies the 1000 s width by 0.86. At fixed kink energy, $w\propto\nu^{1/8}$, so a tenfold error in $\nu$ changes the width by a factor 1.33. Contact with neighbouring steps is improbable here, since the width is 0.5% of the terrace width at 1000 s. Impurities that pin the edge, and differences between step orientations, are outside the model and have not been sized. How much each effect matters depends on the values chosen; the shot noise of the assumed flux of 0.01 monolayer per second alone raises the width by about 44% at 1000 s, and one-sided attachment raises it far more. Within the model, the $t^{1/8}$ law applies to this step once the correlation length is well beyond the kink spacing, and at times well before shot noise or a flux-driven meander takes over or, with the flux off, before terrace exchange or the finite edge length matters. The numerical output lists the values used.

## Table of computed values

```
TESTS
d=1 lattice Langevin: growth exponent 0.1254
d=1 lattice Langevin: roughness exponent 0.5005
d=1 width^2, lattice / growth law: 0.9990
d=1 lagged displacement^2, lattice / law: 0.9989
d=1 shot-noise width^2, lattice / law: 1.0013
d=0.5: quadrature roughness 0.7500, growth 0.1875
d=1.0: quadrature roughness 0.5000, growth 0.1250
d=1.5: quadrature roughness 0.2500, growth 0.0625
d=2 logarithmic gain, lattice / law: 1.0051
hopping atoms: kink energy / kT = 1.0
hopping atoms: mean hop rate / expected 0.995
hopping atoms: growth exponent 0.135
hopping atoms: displacement^2 / law 1.013
EXAMPLE INPUTS (rough)
temperature 300 K, kT = 0.02585 eV
site spacing 0.289 nm, row depth 0.250 nm
kink energy 0.10 eV
hop rate per site and direction 1.0e+05 1/s
edge length 1000 nm, terrace 100 nm
EXAMPLE RESULTS
slope variance parameter b^2 = 0.00272 nm^2
stiffness = 2.742 eV/nm
Dc = 150.9 nm^5/s = 1.509e-43 m^5/s
K = 1.6001e+04 nm^4/s = 1.600e-32 m^4/s
Dc/K = 0.00943 nm
t=10 s: width^2 0.0875 nm^2, width 0.296 nm, (2Kt)^(1/4) 23.8 nm
t=100 s: width^2 0.1555 nm^2, width 0.394 nm, (2Kt)^(1/4) 42.3 nm
t=1000 s: width^2 0.2766 nm^2, width 0.526 nm, (2Kt)^(1/4) 75.2 nm
equilibrated edge, lag 100 s: rms displacement 0.511 nm
saturated width = 0.886 nm
crossover time = 6.510e+04 s = 18.1 h
width^2 at crossover / saturated: 0.976
NEGLECTED EFFECTS
mean kink spacing = 7.06 nm
(2Kt)^(1/4) equals kink spacing at 0.078 s
finite edge at 1000 s: width^2 / law 0.9999
width / (2Kt)^(1/4) at 1000 s = 0.0070
width / terrace at 1000 s = 0.0053
terrace exchange: extra barrier 0.35 eV
exchange: crossover wavelength 1581 nm
exchange at 1000 s: width^2 / law 1.0651
deposition left on: 0.01 monolayer/s, 4.00 atoms/s per edge site
shot-noise strength D0 = 0.0361 nm^3/s
shot / conserved width^2 at 1000 s = 1.336
shot noise equals conserved noise at 560 s
kink energy +0.01 eV: width changes by factor 0.861
```
